**Bulk modulus of a nearest-neighbour Gupta potential**

The program tests B = pqE_c/(9Ω), where p and q are the decay exponents of repulsion and band energy, E_c is the cohesive energy per atom and Ω is the atomic volume. Explicit neighbour sums for fcc, bcc, simple cubic and diamond lattices are minimized and differentiated in volume; when r0 is not the equilibrium distance r_e, the formula needs the factor (r_e/r0)², and with it the largest relative error is 1.6e-09. Further assertions cover the independence of B from the power of the band term, the pressure derivative 1 + (p + q)/3 and the Cauchy difference C12 − C44 = Bq/(p − q). The force constant of a displaced atom is compared with an explicit cluster, and the thermal expansion with the Grüneisen relation. For rough copper-like values the output gives B = 135.1 GPa. Five neighbour shells, with E_c and the lattice constant held fixed, raise it by 6.2 %. An Einstein model at 380 K lowers the isothermal modulus by 14.8 % relative to the static value.

## Program and output

```python
"""
Result under test: for a nearest-neighbour second-moment (Gupta) potential
    E = A*sum_j exp(-p(r_j/r0-1)) - xi*sqrt(sum_j exp(-2q(r_j/r0-1)))
per atom, with r0 the equilibrium neighbour distance, the static bulk modulus
is B = p*q*Ec/(9*Omega).
p, q: dimensionless decay exponents;  A, xi: repulsion and hopping energies
Ec: cohesive energy per atom;  Omega: volume per atom;  Z: neighbour number
x: neighbour distance divided by r0.  Lengths inside functions are in r0.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

BASES = {
    "sc": [[0, 0, 0]],
    "bcc": [[0, 0, 0], [.5, .5, .5]],
    "fcc": [[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]],
}
BASES["diamond"] = BASES["fcc"] + [list(np.array(b) + 0.25) for b in BASES["fcc"]]


def lattice(name, radius):
    """Vectors from one atom to all others within radius, and atomic volume,
    both in units of the nearest-neighbour distance."""
    grid = np.array(np.meshgrid(*[np.arange(-4, 5)] * 3)).reshape(3, -1).T
    points = np.vstack([grid + np.array(b) for b in BASES[name]])
    dist = np.linalg.norm(points, axis=1)
    nearest = dist[dist > 1e-9].min()
    keep = (dist > 1e-9) & (dist < radius * nearest)
    return points[keep] / nearest, 1 / (len(BASES[name]) * nearest**3)


def gupta(vectors, A, xi, p, q, power=0.5):
    """Energy per atom; the band sum is raised to 'power', total decay q."""
    r = np.linalg.norm(vectors, axis=1)
    band_sum = np.exp(-(q / power) * (r - 1)).sum()
    return A * np.exp(-p * (r - 1)).sum() - xi * band_sum**power


def slope(f, t, h):
    return (f(t - 2*h) - 8*f(t - h) + 8*f(t + h) - f(t + 2*h)) / (12*h)


def curvature(f, t, h):
    return (-f(t - 2*h) + 16*f(t - h) - 30*f(t) + 16*f(t + h)
            - f(t + 2*h)) / (12*h*h)


def equilibrium(energy, low=0.6, high=1.4):
    return brentq(lambda x: slope(energy, x, 1e-3), low, high, xtol=1e-13)


def bulk_modulus(energy, volume_at_1, x):
    """Definition V d2E/dV2, differentiated directly in the volume."""
    V = volume_at_1 * x**3
    return V * curvature(lambda v: energy(np.cbrt(v / volume_at_1)), V, 1e-3*V)


def pressure(energy, volume_at_1, x):
    V = volume_at_1 * x**3
    return -slope(lambda v: energy(np.cbrt(v / volume_at_1)), V, 1e-3*V)


# ---- Four lattices, arbitrary A and xi, so r0 is not the equilibrium distance
worst = 0.0
for name, Z in (("fcc", 12), ("bcc", 8), ("sc", 6), ("diamond", 4)):
    vec, vol = lattice(name, 1.05)
    assert len(vec) == Z
    for p_t, q_t in ((11.0, 2.3), (9.0, 3.0), (12.0, 4.0)):
        A_t, xi_t = 0.10, 1.30
        def energy_t(x):
            return gupta(x * vec, A_t, xi_t, p_t, q_t)
        xe = equilibrium(energy_t)
        xe_formula = 1 + np.log(p_t*A_t*np.sqrt(Z)/(q_t*xi_t))/(p_t - q_t)
        assert abs(xe - xe_formula) < 1e-6
        B_num = bulk_modulus(energy_t, vol, xe)
        naive = p_t * q_t * (-energy_t(xe)) / (9 * vol * xe**3)
        worst = max(worst, abs(B_num / (naive * xe**2) - 1))
        if name == "fcc" and p_t == 11.0:
            xe_demo, ratio_demo = xe, B_num / naive
assert worst < 1e-5
assert abs(ratio_demo - 1) > 0.01   # uncorrected exponents do fail here

# ---- The power of the band term does not matter at given total decay q
fcc, vol_fcc = lattice("fcc", 1.05)
for power in (0.5, 2/3, 1.0):
    def energy_a(x):
        return gupta(x * fcc, 0.10, 1.30, 11.0, 2.3, power)
    xe = equilibrium(energy_a)
    expected = 11.0*2.3*xe**2 * (-energy_a(xe)) / (9*vol_fcc*xe**3)
    assert abs(bulk_modulus(energy_a, vol_fcc, xe) / expected - 1) < 1e-5

# ---- Worked example: rough values in the regime of copper
p, q, Ec, a_lat, mass_u, T_use = 11.0, 2.3, 3.5, 0.36, 63.5, 380.0
tension = 0.3                                   # GPa, hydrostatic
Z = 12
r0 = a_lat / np.sqrt(2)
Omega = a_lat**3 / 4
GPa = const.e * 1e27 / 1e9                      # GPa per eV/nm^3
rep, band = q*Ec/(p - q), p*Ec/(p - q)          # Z*A and xi*sqrt(Z)
A, xi = rep / Z, band / np.sqrt(Z)


def energy(x):
    return gupta(x * fcc, A, xi, p, q)


assert abs(equilibrium(energy) - 1) < 1e-8
assert abs(energy(1.0) + Ec) < 1e-12
assert abs(Omega / r0**3 - vol_fcc) < 1e-12
second = curvature(energy, 1.0, 1e-3)
assert abs(second / (p*q*Ec) - 1) < 1e-6
B = p*q*Ec / (9*Omega)
B_direct = bulk_modulus(energy, Omega, 1.0)
assert abs(B_direct / B - 1) < 1e-6

# ---- Pressure derivative of B
d = 1e-3
dBdP_num = ((bulk_modulus(energy, Omega, 1 + d) - bulk_modulus(energy, Omega, 1 - d))
            / (pressure(energy, Omega, 1 + d) - pressure(energy, Omega, 1 - d)))
dBdP = 1 + (p + q)/3
assert abs(dBdP_num / dBdP - 1) < 1e-3          # central difference, order d^2


# ---- Cauchy difference from explicit shear strains
def strained(F):
    return gupta(fcc @ np.array(F).T, A, xi, p, q)


C44 = curvature(lambda g: strained([[1, g/2, 0], [g/2, 1, 0], [0, 0, 1]]),
                0.0, 1e-3) / Omega
C11_minus_C12 = curvature(lambda e: strained(np.diag([1 + e, 1 - e, 1])),
                          0.0, 1e-3) / (2*Omega)
C12 = B_direct - C11_minus_C12 / 3
assert abs((C12 - C44) / (B*q/(p - q)) - 1) < 1e-5
# The pair potential (power 1) must have no Cauchy difference
def pair_strained(F):
    return gupta(fcc @ np.array(F).T, A, band / Z, p, q, 1.0)
pair44 = curvature(lambda g: pair_strained([[1, g/2, 0], [g/2, 1, 0], [0, 0, 1]]),
                   0.0, 1e-3) / Omega
pair_shear = curvature(lambda e: pair_strained(np.diag([1 + e, 1 - e, 1])),
                       0.0, 1e-3) / (2*Omega)
pairB = bulk_modulus(lambda x: pair_strained(x*np.eye(3)), Omega, 1.0)
assert abs(pairB - pair_shear/3 - pair44) < 1e-5 * B

# ---- Neglected: further neighbours (five shells), A and xi refitted
far, _ = lattice("fcc", 2.3)
def far_rep(x):
    return gupta(x * far, 1.0, 0.0, p, q)
def far_band(x):
    return -gupta(x * far, 0.0, 1.0, p, q)
A5, xi5 = np.linalg.solve(
    [[far_rep(1.0), -far_band(1.0)],
     [slope(far_rep, 1.0, 1e-3), -slope(far_band, 1.0, 1e-3)]], [-Ec, 0.0])
def energy5(x):
    return gupta(x * far, A5, xi5, p, q)
assert A5 > 0 and xi5 > 0 and abs(equilibrium(energy5) - 1) < 1e-8
B5 = bulk_modulus(energy5, Omega, 1.0)


# ---- Neglected: atomic motion, in an Einstein model
def stiffness(x):
    """Second derivative for one displaced atom, in eV per r0^2."""
    ax, bx = rep*np.exp(-p*(x - 1)), band*np.exp(-q*(x - 1))
    return (2*ax*(p*p - 2*p/x) - 4*bx*(q*q - q/x) + bx*q*q/Z) / 3


cluster = np.vstack([np.zeros((1, 3)), lattice("fcc", 2.05)[0]])
gaps = np.linalg.norm(cluster[:, None] - cluster[None], axis=2)
bonded = (gaps > 0.5) & (gaps < 1.05)


def cluster_energy(x, shift):
    pos = x * cluster
    pos[0] = pos[0] + shift
    r = np.linalg.norm(pos[:, None] - pos[None], axis=2)
    pair = np.where(bonded, np.exp(-p*(r - 1)), 0).sum()
    hops = np.where(bonded, np.exp(-2*q*(r - 1)), 0).sum(axis=1)
    return A*pair - xi*np.sqrt(hops).sum()


for x_t in (1.0, 1.015):
    for direction in (np.array([1., 0, 0]), np.array([1., 1, 1])/np.sqrt(3)):
        k_num = curvature(lambda u: cluster_energy(x_t, u*direction), 0.0, 2e-3)
        assert abs(k_num / stiffness(x_t) - 1) < 1e-5

kB = const.k / const.e


def quantum(x):
    k_SI = stiffness(x) * const.e / (r0*1e-9)**2
    return const.hbar * np.sqrt(k_SI / (mass_u*const.atomic_mass)) / const.e


def free_energy(x, T):
    w = quantum(x)
    thermal = 3*kB*T*np.log1p(-np.exp(-w/(kB*T))) if T > 0 else 0.0
    return energy(x) + 1.5*w + thermal


def warm(T):
    f = lambda x: free_energy(x, T)
    x = equilibrium(f, 0.98, 1.035)
    return x, bulk_modulus(f, Omega, x)


x_zero, B_zero = warm(0.0)
x_hot, B_hot = warm(T_use)
B_static_hot = bulk_modulus(energy, Omega, x_hot)
expansion = 3*(warm(T_use + 2)[0] - warm(T_use - 2)[0]) / (4*x_hot)
grueneisen = -x_hot/3 * slope(lambda x: np.log(quantum(x)), x_hot, 1e-3)
u = quantum(x_hot) / (kB*T_use)
heat_capacity = 3*kB * u*u*np.exp(u) / np.expm1(u)**2
assert abs(expansion*B_hot*Omega*x_hot**3 / (grueneisen*heat_capacity) - 1) < 1e-3
B_adiabatic = B_hot * (1 + expansion*grueneisen*T_use)


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS (rough values, regime of copper)")
show("repulsive exponent p", p, 1)
show("band exponent q", q, 1)
show("cohesive energy Ec", Ec, 2, "eV")
show("lattice constant", a_lat, 3, "nm")
show("atomic mass", mass_u, 1, "u")
print("STATIC NEAREST-NEIGHBOUR MODEL")
show("neighbour distance r0", r0, 4, "nm")
show("atomic volume Omega", Omega, 6, "nm^3")
show("repulsive energy a = Z*A", rep, 4, "eV")
show("band energy b = xi*sqrt(Z)", band, 4, "eV")
show("A", A, 5, "eV")
show("xi", xi, 4, "eV")
show("repulsive curvature p^2*a", p*p*rep, 2, "eV")
show("band curvature q^2*b", q*q*band, 2, "eV")
show("E''(1) by finite differences", second, 2, "eV")
show("B from formula", B, 1, "eV/nm^3")
show("B from formula", B*GPa, 1, "GPa")
show("B from energy-volume curve", B_direct*GPa, 1, "GPa")
show("dB/dP from formula", dBdP, 3)
show("dB/dP from energy-volume curve", dBdP_num, 3)
show("C44 from strain", C44*GPa, 1, "GPa")
show("C12 from strain", C12*GPa, 1, "GPa")
show("C12-C44 from formula", B*q/(p - q)*GPa, 1, "GPa")
print("TESTS ON FOUR LATTICES, ARBITRARY A AND xi")
print(f"largest relative error of corrected formula: {worst:.1e}")
show("fcc test case, r_e/r0", xe_demo, 4)
show("fcc test case, true B / uncorrected B", ratio_demo, 4)
print("NEGLECTED EFFECTS")
show("B with five shells, refitted", B5*GPa, 1, "GPa")
show("change from five shells", 100*(B5/B - 1), 1, "%")
show("Einstein quantum at x=1", 1000*quantum(1.0), 1, "meV")
show("zero-point linear expansion", 100*(x_zero - 1), 2, "%")
show("B with zero-point motion, 0 K", B_zero*GPa, 1, "GPa")
show("temperature of use", T_use, 0, "K")
show("linear expansion from static lattice", 100*(x_hot - 1), 2, "%")
show("static V*E_VV at expanded volume", B_static_hot*GPa, 1, "GPa")
show("isothermal B at temperature of use", B_hot*GPa, 1, "GPa")
show("change from static B", 100*(B_hot/B - 1), 1, "%")
show("volume expansion coefficient", expansion*1e6, 1, "1e-6/K")
show("Grueneisen parameter", grueneisen, 2)
show("adiabatic B at temperature of use", B_adiabatic*GPa, 1, "GPa")
show("hydrostatic film tension", tension, 1, "GPa")
show("change of B by film tension", -dBdP*tension, 1, "GPa")
print("no test failed")
```

Running it gives:

```
INPUTS (rough values, regime of copper)
repulsive exponent p: 11.0
band exponent q: 2.3
cohesive energy Ec: 3.50 eV
lattice constant: 0.360 nm
atomic mass: 63.5 u
STATIC NEAREST-NEIGHBOUR MODEL
neighbour distance r0: 0.2546 nm
atomic volume Omega: 0.011664 nm^3
repulsive energy a = Z*A: 0.9253 eV
band energy b = xi*sqrt(Z): 4.4253 eV
A: 0.07711 eV
xi: 1.2775 eV
repulsive curvature p^2*a: 111.96 eV
band curvature q^2*b: 23.41 eV
E''(1) by finite differences: 88.55 eV
B from formula: 843.5 eV/nm^3
B from formula: 135.1 GPa
B from energy-volume curve: 135.1 GPa
dB/dP from formula: 5.433
dB/dP from energy-volume curve: 5.433
C44 from strain: 74.6 GPa
C12 from strain: 110.3 GPa
C12-C44 from formula: 35.7 GPa
TESTS ON FOUR LATTICES, ARBITRARY A AND xi
largest relative error of corrected formula: 1.6e-09
fcc test case, r_e/r0: 1.0279
fcc test case, true B / uncorrected B: 1.0565
NEGLECTED EFFECTS
B with five shells, refitted: 143.5 GPa
change from five shells: 6.2 %
Einstein quantum at x=1: 21.2 meV
zero-point linear expansion: 0.26 %
B with zero-point motion, 0 K: 131.6 GPa
temperature of use: 380 K
linear expansion from static lattice: 0.90 %
static V*E_VV at expanded volume: 116.5 GPa
isothermal B at temperature of use: 115.2 GPa
change from static B: -14.8 %
volume expansion coefficient: 72.4 1e-6/K
Grueneisen parameter: 2.49
adiabatic B at temperature of use: 123.1 GPa
hydrostatic film tension: 0.3 GPa
change of B by film tension: -1.6 GPa
no test failed
```
